# Epstein's theorem: gauge invariance and current conservation in Hartree–Fock and CASSCF: a program that tests the result

```python
# Epstein's theorem (atomic units, electron charge -1). H[A] = sum (p+A)^2/2 + local V obeys
# H[A+grad f] = U H[A] U^+, U = exp(-i sum_k f(r_k)). A variational method whose trial set is
# closed under U has gauge-invariant energy and current, and div j = 0.
# Part 1: 4x3 lattice (site basis = complete basis), h_ik = -t exp(i theta_ik), theta = int_i^k A.dl,
#   D_ik = <a+_i a_k>, particle current J_ik = -2 Im(h_ik D_ik), div_i = sum_k J_ik.
#   Complex RHF, CASSCF (1 inactive + 2 electrons in 2), and cases lacking closure or locality.
# Part 2: FH molecule, coupled RHF, common gauge origin. c = constant vector potential, m = proton
#   moment, E_xy = d2E/dxdy = <h_xy> - 4 b_x M^-1 b_y (h_ai = i b_ai, M = singlet A-B Hessian).
#   Origin shift R along z: change of sigma_yy = -(R/2) E_(cx,my); complete basis: E_cc = E_cm = 0.
import numpy as np
from scipy.linalg import expm
from scipy.constants import alpha, angstrom, physical_constants as pc
from pyscf import gto, scf, dft, ao2mo
scf.hf.MUTE_CHKFILE = True
rng = np.random.default_rng(1)

# ---------------- Part 1: lattice ----------------
field, spacing = 0.3, 1.0
hop = 0.5 / spacing**2
xy = spacing * np.array([(x, y) for x in range(4) for y in range(3)], float)
N = len(xy)
dist = np.linalg.norm(xy[:, None] - xy[None], axis=2)
link = abs(dist - spacing) < 1e-9
V = 1 / np.sqrt(dist**2 + 1)
nuclei = [(2.0, (1.0, 1.5)), (1.0, (0.0, 0.5)), (1.0, (3.0, 0.5))]
vext = sum(-z / np.sqrt(((xy - np.array(r))**2).sum(1) + 1) for z, r in nuclei)

def vecpot(r, origin, b=field):
    return 0.5 * b * np.stack([-(r[..., 1] - origin[1]), r[..., 0] - origin[0]], -1)

def hcore(origin, f=np.zeros(N), b=field):
    mid, step = 0.5 * (xy[:, None] + xy[None]), xy[None] - xy[:, None]
    theta = (vecpot(mid, origin, b) * step).sum(-1) + f[None] - f[:, None]
    return -hop * link * np.exp(1j * theta) + np.diag(4 * hop + vext)

low, Z, I2 = np.array([[0., 1], [0, 0]]), np.diag([1., -1]), np.eye(2)
ann = [np.kron(np.kron(a, b), c) for a, b, c in ((low, I2, I2), (Z, low, I2), (Z, Z, low))]
sec = np.ix_([6, 5, 3], [6, 5, 3])          # strings {0,1}, {0,2}, {1,2}
Epq = [[np.kron((ann[p].T @ ann[q])[sec], np.eye(3)) + np.kron(np.eye(3), (ann[p].T @ ann[q])[sec])
        for q in range(3)] for p in range(3)]

def method(P, classes, weights):
    r3 = range(3)
    E1 = np.array([(P.T @ Epq[p][q] @ P).ravel() for p in r3 for q in r3])
    E2 = np.array([(P.T @ (Epq[p][q] @ Epq[r][s] - (q == r) * Epq[p][s]) @ P).ravel()
                   for p in r3 for q in r3 for r in r3 for s in r3])
    return E1, E2, P.shape[1], classes, np.array(weights, float)

e9 = np.eye(9)
Pcas = np.stack([e9[0], e9[4], (e9[1] + e9[3]) / np.sqrt(2)], 1)
HF = method(e9[:, :1], [0, 0, 2], [1])
CAS, SA, ROOT2 = (method(Pcas, [0, 1, 1], w) for w in ([1], [.5, .5], [0, 1]))

def pairs(n, m):
    cls = m[3] + [2] * (n - 3)
    return tuple(np.array([(t, p) for t in range(n) for p in range(t) if cls[t] != cls[p]]).T)

def evaluate(h, C, m, tp):
    E1, E2, d, _, w = m
    Ca = C[:, :3]
    rho = (Ca.conj()[:, :, None] * Ca[:, None, :]).reshape(N, 9)
    W, hC = V @ rho, h @ Ca
    H = ((Ca.conj().T @ hC).ravel() @ E1 + 0.5 * (rho.T @ W).ravel() @ E2).reshape(d, d)
    e, c = np.linalg.eigh(H)
    cw = c[:, :len(w)]
    dens = ((cw.conj() * w) @ cw.T).ravel()
    gam, Gam = (E1 @ dens).reshape(3, 3), (E2 @ dens).reshape(9, 9)
    G = hC @ gam.T + ((W @ Gam.T).reshape(N, 3, 3) * Ca[:, None, :]).sum(2)
    F = np.zeros((C.shape[1],) * 2, complex)
    F[:, :3] = C.conj().T @ G
    g = (F - F.conj().T)[tp]
    return e[:len(w)] @ w, 2 * np.concatenate([g.real, g.imag]), Ca.conj() @ gam @ Ca.T, H, c, gam

def rotate(C, x, tp, tiny=False):
    K = np.zeros((C.shape[1],) * 2, complex)
    K[tp] = x[:len(x) // 2] + 1j * x[len(x) // 2:]
    K = K - K.conj().T
    return C + C @ (K + 0.5 * K @ K) if tiny else C @ expm(K)

def optimise(h, C, m, noise=0.0):
    tp = pairs(C.shape[1], m)
    n = 2 * len(tp[0])
    C = rotate(C.astype(complex), noise * rng.standard_normal(n), tp)
    for _ in range(200):
        res = evaluate(h, C, m, tp)
        if abs(res[1]).max() < 1e-11:
            return res[0], C, res[2], res[5]
        Hs = np.array([evaluate(h, rotate(C, 1e-6 * u, tp, True), m, tp)[1] - res[1]
                       for u in np.eye(n)]) / 1e-6
        lam, vec = np.linalg.eigh(0.5 * (Hs + Hs.T))
        x = -vec @ ((vec.T @ res[1]) / np.maximum(abs(lam), 1e-5))
        x *= min(1.0, 0.5 / np.linalg.norm(x))
        for _ in range(30):
            Cn = rotate(C, x, tp)
            if evaluate(h, Cn, m, tp)[0] <= res[0] + 1e-12:
                break
            x *= 0.5
        C = Cn
    raise AssertionError("orbital optimisation did not converge")

current = lambda h, D: -2 * np.imag(h * D)
div = lambda h, D: current(h, D).sum(1)

def canonical(h, D):
    exch = -0.5 * V * D.T
    fock = h + np.diag(V @ D.diagonal().real) + exch
    return np.linalg.eigh(fock)[1], fock, exch

def twist(h, i, k, d):
    h = h.copy()
    h[i, k] *= np.exp(1j * d)
    h[k, i] *= np.exp(-1j * d)
    return h

print(f"grid 4x3, spacing {spacing} bohr, t = {hop} Eh, softening 1 bohr^2, 4 electrons")
print(f"centres (Z, position/bohr): {nuclei}")
print(f"B = {field} a.u. = {field * pc['atomic unit of mag. flux density'][0]:.4g} T; currents in 1/(a.u. time)")
O1, O2 = (0.0, 0.0), (3.0, 2.0)
gauges = [("origin (0,0)", hcore(O1)), ("origin (3,2)", hcore(O2)),
          ("random f", hcore(O1, rng.uniform(-3, 3, N)))]
start = np.linalg.eigh(hcore(O1, b=0.0).real)[1]
tpc = pairs(N, CAS)
rows = []
for name, h in gauges:
    hf = min((optimise(h, start, HF, s) for s in (0.0, 0.3)), key=lambda r: r[0])
    Cc, fock, exch = canonical(h, hf[2])
    assert abs(2 * Cc[:, :2] @ Cc[:, :2].conj().T - hf[2].T).max() < 1e-8
    assert abs(0.5 * ((h + fock) * hf[2]).sum().real - hf[0]) < 1e-11
    ci = evaluate(h, Cc, CAS, tpc)
    cas = optimise(h, Cc, CAS, 0.01)
    assert cas[0] < ci[0] < hf[0]
    rows.append((h, hf, Cc, exch, ci, cas))
    print(f"{name}: E_HF {hf[0]:.10f}  E_CASCI {ci[0]:.10f}  E_CASSCF {cas[0]:.10f} Eh")
h, hf, Cc, exch, ci, cas = rows[0]
for r in rows:
    for a, label in ((1, "HF"), (4, "CASCI"), (5, "CASSCF")):
        assert abs(r[a][0] - rows[0][a][0]) < 1e-9, label
        assert abs(current(r[0], r[a][2]) - current(h, rows[0][a][2])).max() < 1e-7, label
    assert abs(div(r[0], r[1][2])).max() < 1e-9 and abs(div(r[0], r[5][2])).max() < 1e-9
print("CASSCF natural occupations:", np.round(np.linalg.eigvalsh(cas[3])[::-1], 5))
d = 1e-4
u = rng.standard_normal(2 * len(tpc[0]))
u /= np.linalg.norm(u)
fd = (evaluate(h, rotate(Cc, d * u, tpc), CAS, tpc)[0] - evaluate(h, rotate(Cc, -d * u, tpc), CAS, tpc)[0]) / (2 * d)
assert abs(fd - ci[1] @ u) < 1e-6
for label, m, r in (("HF", HF, hf), ("CASSCF", CAS, cas)):
    J = current(h, r[2])
    i, k = np.unravel_index(J.argmax(), J.shape)
    fd = (optimise(twist(h, i, k, d), r[1], m)[0] - optimise(twist(h, i, k, -d), r[1], m)[0]) / (2 * d)
    assert abs(fd - J[i, k]) < 1e-7 and J[i, k] > 1e-3
    print(f"{label}: largest J {J[i, k]:.7f} (link {i}->{k}), dE/dtheta {fd:.7f}, max|div| {abs(div(h, r[2])).max():.1e}")
Dorb = [np.outer(Cc[:, p].conj(), Cc[:, p]) for p in (0, 1)]
assert abs(div(h, Dorb[0]) + div(exch, Dorb[0])).max() < 1e-9
assert abs(div(h, Dorb[0])).max() > 1e-5
assert abs(div(exch, Dorb[0] + Dorb[1])).max() < 1e-9
print(f"lowest HF orbital: max|div| {abs(div(h, Dorb[0])).max():.3e} (equals exchange source)")
f = rng.standard_normal(N)
fixed = lambda s: (ci[4][:, 0].conj() @ evaluate(h, np.exp(-1j * s * f)[:, None] * Cc, CAS, tpc)[3] @ ci[4][:, 0]).real
fd, dci = (fixed(d) - fixed(-d)) / (2 * d), div(h, ci[2])
assert abs(fd - f @ dci) < 1e-7 and abs(dci).max() > 1e-5
print(f"CASCI: dE[U psi]/dlambda {fd:.6e} Eh, sum f div {f @ dci:.6e} Eh")
site = abs(dci).argmax()

def casci_energy(ht):
    return evaluate(ht, canonical(ht, optimise(ht, hf[1], HF)[2])[0], CAS, tpc)[0]

relaxed = sum((casci_energy(twist(h, site, k, d)) - casci_energy(twist(h, site, k, -d))) / (2 * d)
              for k in np.where(link[site])[0])
assert abs(relaxed) < 1e-6
print(f"CASCI site {site}: expectation div {dci[site]:.3e}, relaxed div {relaxed:.1e}")
sa = optimise(h, cas[1], SA)
droot = [abs(div(h, evaluate(h, sa[1], m, tpc)[2])).max() for m in (CAS, ROOT2)]
assert abs(div(h, sa[2])).max() < 1e-9 and min(droot) > 1e-5
print(f"SA-CASSCF: E_avg {sa[0]:.8f} Eh, max|div| avg {abs(div(h, sa[2])).max():.1e}, roots {droot[0]:.3e} {droot[1]:.3e}")
cen = np.array([(0, .5), (1, 1.5), (3, .5), (1, 0), (2, 1), (3, 2)], float)
gauss = np.exp(-0.5 * ((xy[:, None] - cen[None])**2).sum(-1))
proj = gauss[:, 1] / np.linalg.norm(gauss[:, 1])
print("6 Gaussians exp(-0.5 r^2) at", cen.tolist(), "; projector 0.5 Eh on the second")
for label in ("fixed Gaussians", "London Gaussians", "nonlocal projector"):
    out = []
    for O in (O1, O2):
        hl = hcore(O)
        ht = hl + 0.5 * np.outer(proj, proj) if label[0] == "n" else hl
        bas = {"f": gauss, "L": gauss * np.exp(-1j * xy @ vecpot(cen, O).T), "n": np.eye(N)}[label[0]]
        Q = np.linalg.qr(bas.astype(complex))[0]
        r = optimise(ht, Q @ np.linalg.eigh(Q.conj().T @ ht @ Q)[1], HF, 0.02)
        out.append((r[0], abs(div(hl, r[2])).max()))
    gap = abs(out[0][0] - out[1][0])
    assert (gap < 1e-9 if label[0] == "L" else gap > 1e-4) and out[0][1] > 1e-5
    print(f"HF, {label}: E {out[0][0]:.8f} / {out[1][0]:.8f} Eh (two origins), max|div| {out[0][1]:.3e}")

# ---------------- Part 2: hydrogen fluoride ----------------
R = 0.92 * angstrom / pc['Bohr radius'][0]
K = np.array([0, 0, R])
ppm = alpha**2 * 1e6
print(f"FH: R = 0.92 angstrom = {R:.5f} bohr, alpha^2 = {ppm:.4f} ppm")
shifts, deficits = [], []
for basis in ("cc-pvdz", "cc-pvtz", "cc-pvqz"):
    mol = gto.M(atom=[("F", (0, 0, 0)), ("H", tuple(K))], unit="Bohr", basis=basis, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    mf._eri = mol.intor("int2e", aosym="s8")
    mf.kernel()
    assert mf.converged
    no, nao, dm = mol.nelectron // 2, mol.nao, mf.make_rdm1()
    Co, Cv = mf.mo_coeff[:, :no], mf.mo_coeff[:, no:]
    nv = Cv.shape[1]
    oovv = ao2mo.general(mf._eri, (Co, Co, Cv, Cv), compact=False).reshape(no, no, nv, nv)
    ovov = ao2mo.general(mf._eri, (Co, Cv, Co, Cv), compact=False).reshape(no, nv, no, nv)
    M = (ovov.transpose(0, 3, 2, 1) - oovv.transpose(0, 2, 1, 3)).reshape(no * nv, -1)
    M += np.diag((mf.mo_energy[None, no:] - mf.mo_energy[:no, None]).ravel())
    Minv = np.linalg.inv(M)
    para = lambda X, Y: -4 * (Cv.T @ X @ Co).T.ravel() @ Minv @ (Cv.T @ Y @ Co).T.ravel()
    with mol.with_rinv_origin(K):
        ip = mol.intor("int1e_iprinvip", comp=9).reshape(3, 3, nao, nao)
        g1 = mol.intor("int1e_iprinv", comp=3)[2]
    T = {1: ip[2, 0] - ip[0, 2], 2: ip[0, 1] - ip[1, 0]}     # (r_K x nabla)/r_K^3
    Gz = g1 + g1.T                                           # z_K/r_K^3
    px = mol.intor("int1e_ipovlp", comp=3)[0]                # p_x = i * px
    grid = dft.gen_grid.Grids(mol)
    grid.atom_grid, grid.prune = (75, 302), None
    grid.build()
    rK = grid.coords - K
    w3 = grid.weights / np.linalg.norm(rK, axis=1)**3
    rho = dft.numint.eval_rho(mol, dft.numint.eval_ao(mol, grid.coords), dm)
    sig = []
    for O in (np.zeros(3), K):
        rO = grid.coords - O
        with mol.with_common_origin(O):
            L = mol.intor("int1e_cg_irxp", comp=3)           # r_O x nabla
        sig.append({a: (0.5 * ppm * (w3 * rho) @ ((rO * rK).sum(1) - rO[:, a] * rK[:, a]),
                        ppm * para(-0.5 * L[a], -T[a])) for a in (1, 2)})
    Ecc = mol.nelectron + para(px, px)
    cm_dia, cm_para = (dm * Gz).sum(), para(px, -T[1])
    shift, formula = sum(sig[1][1]) - sum(sig[0][1]), -0.5 * R * ppm * (cm_dia + cm_para)
    assert abs(shift - formula) < 0.01          # limited by the quadrature of the diamagnetic term
    assert abs(sum(sig[1][2]) - sum(sig[0][2])) < 0.01
    shifts.append(abs(shift))
    deficits.append(Ecc)
    print(f"{basis}: {nao} AOs, E {mf.e_tot:.6f} Eh, TRK sum {mol.nelectron - Ecc:.4f}, E_cc {Ecc:.4f} a.u.")
    for s, label in zip(sig, "FH"):
        print(f"  origin {label}: sigma_yy dia {s[1][0]:.3f} para {s[1][1]:.3f} total {sum(s[1]):.3f}, "
              f"zz {sum(s[2]):.3f}, iso {(2 * sum(s[1]) + sum(s[2])) / 3:.3f} ppm")
    print(f"  E_cm/alpha^2 dia {cm_dia:.5f} para {cm_para:.5f} a.u.; shift {shift:.3f}, formula {formula:.3f} ppm")
    if basis == "cc-pvdz":
        ao = dft.numint.eval_ao(mol, grid.coords, deriv=1)
        Tq = ao[0].T @ (w3[:, None] * (rK[:, 2:] * ao[1] - rK[:, :1] * ao[3]))
        assert abs(Tq - T[1]).max() < 1e-3      # quadrature accuracy for a 1/r^2 singularity
        h0, S, eri = mf.get_hcore(), mf.get_ovlp(), mol.intor("int2e")

        def finite(c, mu):
            hh = h0 + 1j * c * px + 0.5 * c * c * S - 1j * mu * T[1] + c * mu * Gz
            m2 = scf.RHF(mol)
            m2.get_hcore = lambda *a: hh
            m2._eri, m2.conv_tol = eri, 1e-11
            e = m2.kernel(dm0=dm.astype(complex))
            assert m2.converged
            return e.real
        s = 2e-3
        fcc = 2 * (finite(s, 0) - mf.e_tot) / s**2
        fcm = (finite(s, s) - finite(s, -s)) / (2 * s * s)
        assert abs(fcc - Ecc) < 1e-4 and abs(fcm - cm_dia - cm_para) < 1e-4
        print(f"  finite-field SCF: E_cc {fcc:.5f}, E_cm/alpha^2 {fcm:.5f} a.u.")
assert deficits[0] > deficits[1] > deficits[2] > 0
assert shifts[2] < 0.5 * shifts[0]
print("no test failed")
```

It prints:

```
grid 4x3, spacing 1.0 bohr, t = 0.5 Eh, softening 1 bohr^2, 4 electrons
centres (Z, position/bohr): [(2.0, (1.0, 1.5)), (1.0, (0.0, 0.5)), (1.0, (3.0, 0.5))]
B = 0.3 a.u. = 7.052e+04 T; currents in 1/(a.u. time)
origin (0,0): E_HF -3.2795760124  E_CASCI -3.2801768797  E_CASSCF -3.2872619665 Eh
origin (3,2): E_HF -3.2795760124  E_CASCI -3.2801768797  E_CASSCF -3.2872619665 Eh
random f: E_HF -3.2795760124  E_CASCI -3.2801768797  E_CASSCF -3.2872619665 Eh
CASSCF natural occupations: [2.      1.98656 0.01344]
HF: largest J 0.0780837 (link 5->8), dE/dtheta 0.0780837, max|div| 9.9e-15
CASSCF: largest J 0.0771451 (link 5->8), dE/dtheta 0.0771451, max|div| 2.6e-13
lowest HF orbital: max|div| 2.639e-03 (equals exchange source)
CASCI: dE[U psi]/dlambda -1.615809e-03 Eh, sum f div -1.615810e-03 Eh
CASCI site 10: expectation div 3.464e-04, relaxed div 1.1e-11
SA-CASSCF: E_avg -3.10867754 Eh, max|div| avg 4.6e-14, roots 5.113e-03 5.113e-03
6 Gaussians exp(-0.5 r^2) at [[0.0, 0.5], [1.0, 1.5], [3.0, 0.5], [1.0, 0.0], [2.0, 1.0], [3.0, 2.0]] ; projector 0.5 Eh on the second
HF, fixed Gaussians: E -3.22305376 / -3.20458451 Eh (two origins), max|div| 8.143e-02
HF, London Gaussians: E -3.24804640 / -3.24804640 Eh (two origins), max|div| 1.848e-02
HF, nonlocal projector: E -2.43132583 / -2.44648349 Eh (two origins), max|div| 5.110e-02
FH: R = 0.92 angstrom = 1.73855 bohr, alpha^2 = 53.2514 ppm
cc-pvdz: 19 AOs, E -100.019289 Eh, TRK sum 5.2922, E_cc 4.7078 a.u.
  origin F: sigma_yy dia 2.900 para 16.341 total 19.241, zz 43.809, iso 27.430 ppm
  origin H: sigma_yy dia 140.326 para -69.122 total 71.204, zz 43.809, iso 62.072 ppm
  E_cm/alpha^2 dia -2.96882 para 1.84626 a.u.; shift 51.964, formula 51.964 ppm
  finite-field SCF: E_cc 4.70781, E_cm/alpha^2 -1.12256 a.u.
cc-pvtz: 44 AOs, E -100.057863 Eh, TRK sum 7.9875, E_cc 2.0125 a.u.
  origin F: sigma_yy dia 1.708 para 18.027 total 19.735, zz 43.909, iso 27.793 ppm
  origin H: sigma_yy dia 140.481 para -99.853 total 40.628, zz 43.909, iso 41.722 ppm
  E_cm/alpha^2 dia -2.99790 para 2.54654 a.u.; shift 20.893, formula 20.893 ppm
cc-pvqz: 85 AOs, E -100.067530 Eh, TRK sum 9.1677, E_cc 0.8323 a.u.
  origin F: sigma_yy dia 1.432 para 18.402 total 19.834, zz 43.835, iso 27.834 ppm
  origin H: sigma_yy dia 140.430 para -112.789 total 27.641, zz 43.835, iso 33.039 ppm
  E_cm/alpha^2 dia -3.00277 para 2.83411 a.u.; shift 7.807, formula 7.807 ppm
no test failed
```
